\section*{Stefan flow and Fick's law in precursor delivery}

\section*{The situation}

A liquid precursor A evaporates at the bottom of an upright tube, at $z=0$. Its vapour diffuses through a carrier gas B to the exit at $z=L$, where a sweep flow carries it away. The mole fraction of A is $x(z)$, with $x(0)=x_0$ and $x(L)=x_L$. The carrier does not dissolve in the liquid.

Take the gas as ideal, at uniform temperature $T$ and pressure $p$, and the problem as one-dimensional. The total number density $c=p/(k_BT)$ is then uniform. The binary diffusivity $D$ is taken as independent of composition. Fluxes $N_A$ and $N_B$ count molecules per area and time relative to the tube, positive towards the exit. The algebra contains neither $\hbar$ nor the electron's charge or mass, so it has the same form in atomic units with $k_B$ written out. The numbers are in engineering units.

\section*{Part (a): the flux equation}

\textbf{Question.} Write the fluxes of both gases as convection plus diffusion. Show what the steady state implies for the carrier, and find the differential equation for $x(z)$.

\textbf{Answer.} Define the mole-average velocity $v$ by $cv=N_A+N_B$. Fick's law gives the diffusive flux relative to this velocity, so
\begin{align}
N_A &= x\,(N_A+N_B)-cD\frac{dx}{dz}, \label{eq:NA}\\
N_B &= (1-x)(N_A+N_B)+cD\frac{dx}{dz}. \label{eq:NB}
\end{align}
The diffusive terms have opposite signs because the mole fraction of B is $1-x$. They cancel in the sum, as the definition of $v$ requires.

In the steady state no species accumulates anywhere, so $dN_A/dz=dN_B/dz=0$. The liquid surface lets no carrier through, hence $N_B(0)=0$, and since $N_B$ is uniform,
\begin{equation}
N_B=0\quad\text{for all } z .
\end{equation}
This is the meaning of a stagnant carrier. Carrier does diffuse towards the surface, where it is less abundant, but by (\ref{eq:NB}) the outward flow of the whole gas returns it at the same rate. That outward flow, driven by the evaporation, is the Stefan flow.

Setting $N_B=0$ in (\ref{eq:NA}) and moving $xN_A$ to the left gives
\begin{equation}
N_A(1-x)=-cD\frac{dx}{dz}. \label{eq:ode}
\end{equation}

\section*{Part (b): flux and profile}

\textbf{Question.} Integrate the equation to find $N_A$ and $x(z)$.

\textbf{Answer.} Divide (\ref{eq:ode}) by $1-x$ and use $d\ln(1-x)=-dx/(1-x)$:
\begin{equation}
N_A\,dz=-cD\,\frac{dx}{1-x}=cD\,d\ln(1-x).
\end{equation}
Because $N_A$, $c$ and $D$ are constant, integration from the surface to height $z$ gives
\begin{equation}
N_A z=cD\ln\frac{1-x(z)}{1-x_0}. \label{eq:partial}
\end{equation}
At $z=L$ this becomes
\begin{equation}
N_A=\frac{cD}{L}\ln\frac{1-x_L}{1-x_0}. \label{eq:stefan}
\end{equation}
The flux is positive for $x_0>x_L$, as it should be. Inserting (\ref{eq:stefan}) into (\ref{eq:partial}) and exponentiating gives the profile,
\begin{equation}
1-x(z)=(1-x_0)^{1-z/L}(1-x_L)^{z/L}. \label{eq:profile}
\end{equation}
For $x_0=\tfrac12$ and $x_L=0$ the mid-column value is $x=1-\sqrt{1/2}=0.293$, above the value $0.25$ of a straight line.

\section*{Part (c): comparison with the dilute result}

\textbf{Question.} Derive the dilute Fick flux. Show that for $x_0=0.5$ and $x_L=0$ the Stefan flow raises the flux 39 percent above it. Discuss small $x_0$ and $x_0\to1$.

\textbf{Answer.} If $x\ll1$ throughout, the convective term $xN_A$ is a small part of $N_A$ and may be dropped. Then $N_A=-cD\,dx/dz$ with $N_A$ constant, so $x$ is linear in $z$ and
\begin{equation}
N_F=\frac{cD}{L}(x_0-x_L).
\end{equation}
With $c$, $D$, $L$ and the end compositions held fixed, the ratio for the given values is
\begin{equation}
\frac{N_A}{N_F}=\frac{\ln[1/(1-0.5)]}{0.5}=2\ln2=1.386 .
\end{equation}
The excess is 38.6 percent, or 39 percent when rounded. The common factor $cD/L$ has cancelled, so within this model the percentage does not depend on the tube length, the diffusivity or the density.

For $x_L=0$ and general $x_0<1$, the series of the logarithm gives
\begin{equation}
\frac{N_A}{N_F}=\frac{-\ln(1-x_0)}{x_0}=1+\frac{x_0}{2}+\frac{x_0^2}{3}+\cdots .
\end{equation}
At $x_0=0.02$ the excess is 1.0 percent, so the dilute formula serves well. At $x_0=0.5$ the first correction alone gives 25 percent and the first two give 33 percent; the higher terms are needed.

As $x_0\to1$ the vapour pressure approaches the total pressure and the ratio diverges logarithmically. The liquid is then close to boiling. The real flux stays finite, since the supply of heat, left out here, limits it. With the conducting liquid layer of part (g) the flux is only about $2.2\,cD/L$ when the nominal $x_0$ reaches 1 (finite, though still rising with $x_0$ there), while the pressure drop needed to drive the flow through that tube stays of order $10^{-6}p$ or less.

If $x_L$ is not zero, the difference $x_0-x_L$ does not fix the enhancement. Writing $x_0-x_L=(1-x_L)-(1-x_0)$ shows that
\begin{equation}
\frac{N_F}{N_A}=\frac{(1-x_L)-(1-x_0)}{\ln[(1-x_L)/(1-x_0)]},
\end{equation}
which is the logarithmic mean of the carrier fractions at the two ends. Between $x_0=0.8$ and $x_L=0.2$ the carrier is scarce near the surface, and the ratio $N_A/N_F$ rises to $\ln4/0.6=2.31$.

\section*{Part (d): where the extra flux comes from}

\textbf{Question.} For $x_0=0.5$, $x_L=0$, split the flux into diffusion and convection at both ends. Could one obtain $N_A$ by adding the surface convection to the Fick flux?

\textbf{Answer.} The convective part is $xN_A$ and, by (\ref{eq:ode}), the diffusive part is $(1-x)N_A$. In units of $cD/L$, where $N_A=0.693$ and $N_F=0.5$:
\begin{center}
\begin{tabular}{lccc}
 & diffusion & convection & total\\
surface & 0.347 & 0.347 & 0.693\\
exit & 0.693 & 0 & 0.693
\end{tabular}
\end{center}
The sum proposed in the question would be $0.5+0.347=0.847$, which is too large. The Stefan flow also changes the profile: it carries vapour upwards, flattens the gradient at the surface and steepens it at the exit. At the surface, diffusion therefore supplies less than the Fick flux, not the same amount.

\section*{Part (e): start-up}

\textbf{Question.} The tube is first filled with pure carrier. Is the carrier stagnant during start-up?

\textbf{Answer.} No. Before the steady state, each species obeys its own conservation law,
\begin{equation}
c\frac{\partial x}{\partial t}=-\frac{\partial N_A}{\partial z},\qquad
-c\frac{\partial x}{\partial t}=-\frac{\partial N_B}{\partial z}.
\end{equation}
Their sum shows that $N_A+N_B$ is uniform in $z$ at each instant. At the surface $N_B=0$, so this total equals $N_A(0,t)$. At the exit, therefore,
\begin{equation}
N_B(L,t)=N_A(0,t)-N_A(L,t)=\frac{d}{dt}\int_0^L c\,x\,dz .
\end{equation}
Carrier leaves at the rate at which vapour accumulates in the tube. It becomes stagnant when the accumulation ends.

A numerical solution of these equations, with the surface closed to carrier but the exit open to it, shows this. At $t=0.02\,L^2/D$ the carrier flux at the exit is $2.5\,cD/L$, several times the final vapour flux. By $t=3L^2/D$ it has fallen below $10^{-9}\,cD/L$, and the vapour flux has settled at $0.69315\,cD/L$, in agreement with $\ln2$. Equation (\ref{eq:stefan}) is thus reached without imposing a stagnant carrier along the column.

\section*{Part (f): a delivery tube}

\textbf{Question.} Evaluate both fluxes and delivery rates for $p=100$ Torr, a precursor pressure of 50 Torr at the surface, $T=350$ K, $D=0.60$ cm$^2$/s, $L=10$ cm and tube radius $R=0.5$ cm.

\textbf{Answer.} The surface fraction is $x_0=50/100=0.5$. With $k_B=1.0356\times10^{-19}$ Torr\,cm$^3$/K,
\begin{align}
c&=\frac{100}{1.0356\times10^{-19}\times350}=2.76\times10^{18}\ \text{cm}^{-3},\\
\frac{cD}{L}&=\frac{2.76\times10^{18}\times0.60}{10}=1.66\times10^{17}\ \text{cm}^{-2}\,\text{s}^{-1}.
\end{align}
Multiplying by $\ln2$ and by $0.5$ respectively gives
\begin{equation}
N_A=1.15\times10^{17},\qquad N_F=8.3\times10^{16}\ \text{cm}^{-2}\,\text{s}^{-1}.
\end{equation}
The cross-section is $\pi R^2=0.785$ cm$^2$, so the tube delivers $9.0\times10^{16}$ molecules per second, or 0.20 sccm (cubic centimetres per minute, with the gas volume referred to 0 $^\circ$C and 1 atm). The dilute formula predicts $6.5\times10^{16}$ molecules per second, or 0.15 sccm. The diffusion time is $L^2/D=10^2/0.60=167$ s. Starting from pure carrier, the computed surface flux comes within 1 percent of its steady value after about 71 s (72 s when read on an output time grid of 0.8 s); the exit flux does so after about 66 s. These times hold for a fixed surface temperature. With the conducting liquid layer of part (g) and a heat capacity of 2 J/(g\,K), both become about 80 s, since the large initial flux cools the surface by up to 1.5 K.

\section*{Part (g): what the model leaves out}

\textbf{Question.} The latent heat is 0.40 eV per molecule. The liquid is 2.0 mm deep, has conductivity 0.15 W/(m\,K), and is held at 350 K at its base. Estimate the cooling of the surface and its effect. Assess the other main assumptions for a sweep flow of 100 sccm, and compare the model with a real precursor source.

\textbf{Answer.} Suppose that all the latent heat $h$ is conducted up through the liquid of depth $d$ and conductivity $\kappa$. Heat arriving through the side walls would reduce the cooling, and so would convection in the liquid. For typical values (surface tension changing by $10^{-4}$ N/(m\,K), viscosity 1 mPa\,s, heat capacity 2 J/(g\,K), density 1.0 g/cm$^3$) the Marangoni number of this layer is about 2500, far above the onset. In a wide layer with a clean surface that onset lies near 80 if the surface heat loss is fixed, and near 280 here, because a warmer spot evaporates faster and is cooled more. The cooling found below is therefore an upper estimate. The surface temperature $T_s$ and surface fraction $x_s$ then obey
\begin{equation}
T-T_s=\frac{N_A h d}{\kappa},\qquad
x_s=x_0\exp\!\left[-\frac{h}{k_B}\left(\frac1{T_s}-\frac1T\right)\right],
\end{equation}
with $N_A$ evaluated at $x_s$. The uncooled flux carries about 74 W/m$^2$, which would give a drop of $74\times0.002/0.15\approx1.0$ K. Solving the equations together, with $cD$ held at its 350 K value, gives 0.93 K and $x_s=0.483$. The flux falls by 4.9 percent relative to the isothermal model. The ratio to the Fick flux, both taken at the cooled surface, becomes 1.365. The 39 percent therefore belongs to the actual surface fraction of 0.5, not to a nominal one read from the heater temperature.

The other estimates are as follows.
\begin{itemize}
\item \emph{Tube mouth.} The place where $x$ reaches its exit value is uncertain by roughly one radius, or 5 percent of $L$. This alters both fluxes by the same factor and leaves their ratio unchanged.
\item \emph{Exit composition.} Mixing 0.2 sccm of vapour into 100 sccm of sweep gas gives $x_L=0.002$, which lowers the flux by 0.3 percent.
\item \emph{Radial variation.} The gas sticks to the wall, so the carrier is stagnant on average over the cross-section, not at each radius. The ratio of flow to radial diffusion is $vR/D=(R/L)\ln2=0.035$ for the mole-average velocity. The wall condition concerns, approximately, the mass-average velocity, which for molar masses of 100 and 28 g/mol raises the ratio to 0.054 at the surface and 0.12 at the exit. These values are still small, so diffusion evens out the composition across the tube.
\item \emph{Falling liquid level.} For a liquid of 1.0 g/cm$^3$ and 100 g/mol the level sinks by about 190 nm/s, or 0.03 percent of $L$ per diffusion time. Carrier must fill the vacated space, so relative to the tube $N_B$ near the surface is about $-2\times10^{-4}N_A$ rather than zero. The steady formula can follow this slow change, but at that rate 2 mm of liquid lasts only about three hours, during which $L$ grows by 2 percent.
\item \emph{Buoyancy.} With a carrier of 28 g/mol the gas density is 0.29 mg/cm$^3$ at the surface and 0.13 mg/cm$^3$ at the exit. The heavy gas lies below, which is stable. With the density order reversed, natural convection sets in once the Rayleigh number $g\,(d\rho/dz)R^4/(\mu D)$ exceeds about 68, the threshold for a long tube with a uniform gradient. With the two molar masses exchanged and a viscosity $\mu=2\times10^{-5}$ Pa\,s it is at most about 12 in this tube, which would stay still; for a radius above about 0.8 cm the diffusion formula could fail.
\end{itemize}

The vapour pressure, latent heat and diffusivity are rough values for a heated volatile liquid precursor. The geometry, which holds only 0.16 g of liquid, is that of a small diffusion cell and not of the ampoule of a chemical-vapour-deposition reactor. For a less volatile precursor, with a vapour pressure of 1 Torr in the same total pressure, $x_0=0.01$ and the enhancement is only about 0.5 percent. The assumption that a bubbler breaks is the stagnant carrier, since there the carrier passes through the liquid. If 100 sccm of carrier left saturated at $x=0.5$, it would take along 100 sccm of vapour, about 500 times the delivery of this tube; that would need 2.9 W of latent heat, against 6 mW here. Equation (\ref{eq:stefan}) applies to sources in which diffusion through a still column limits the supply. The numerical output below lists the main values, together with some smaller corrections; the convection estimates, the mass-average ratios, the $x_0\to1$ flux and the refined settling times are not part of it.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Surface and exit mole fraction: 0.50, 0.00
Simulated flux / (cD/L): 0.69315
Formula flux / (cD/L): 0.69315
Fick flux / (cD/L): 0.50000
Flux ratio, simulated: 1.3863
Flux ratio, formula: 1.3863
Enhancement: 38.6 percent
Mid-column x, simulated: 0.2929
Mid-column x, formula: 0.2929
Mid-column x, linear: 0.2500
Surface diffusive flux / (cD/L): 0.3466
Exit diffusive flux / (cD/L): 0.6931
Exit carrier flux / (cD/L), t=0.02 L^2/D: 2.529
Exit carrier flux / (cD/L), late: 7.8e-10
Simulated ratio for x = 0.02 to 0.00: 1.0101
Simulated ratio for x = 0.20 to 0.00: 1.1157
Simulated ratio for x = 0.80 to 0.20: 2.3105
Temperature: 350 K
Total pressure: 100 Torr
Surface vapour pressure: 50 Torr
Diffusivity: 0.60 cm2/s
Tube length, radius: 10.0, 0.5 cm
Number density: 2.759e+18 cm^-3
cD/L: 1.655e+17 cm^-2 s^-1
Stefan flux: 1.147e+17 cm^-2 s^-1
Fick flux: 8.277e+16 cm^-2 s^-1
Delivery rate: 9.012e+16 molecules/s
Delivery rate: 0.201 sccm
Fick delivery rate: 0.145 sccm
Diffusion time L^2/D: 167 s
Settling time to 1 percent: 72 s
Latent heat: 0.40 eV per molecule
Liquid depth: 2.0 mm
Liquid conductivity: 0.15 W/(m K)
Surface cooling: 0.93 K
Cooled surface mole fraction: 0.4826
Flux change by cooling: -4.9 percent
Flux ratio at cooled surface: 1.3654
Sweep flow: 100 sccm
Exit mole fraction with sweep: 0.00200
Flux change by exit fraction: -0.29 percent
Mouth length uncertainty R/L: 5.0 percent
Radial Peclet number: 0.0347
Viscosity: 2.0e-05 Pa s
Relative viscous pressure drop: 2.0e-08
Second virial coefficient: -1000 cm3/mol
Nonideality at surface: -0.11 percent
Molar masses, vapour and carrier: 100, 28 g/mol
Flux / kinetic evaporation limit: 1.2e-05
Liquid density: 1.0 g/cm3
Liquid recession: 191 nm/s
Recession in one diffusion time / L: 3.2e-04
Gas density at surface: 0.293 mg/cm3
Gas density at exit: 0.128 mg/cm3
\end{verbatim}
